# Davidson Solution of the Tamm-Dancoff Problem for Phenol, with Root Ordering: a program that tests the result

```python
"""Davidson solution of the singlet Tamm-Dancoff problem of phenol.

Result under test: A X = E X, with
A[ia,jb] = delta_ij delta_ab (e_a-e_i) + 2(ia|jb) - (ij|ab),
is solved for its lowest roots by matrix-free products. Residuals certify
eigenvalues, while correct ordering also requires all symmetry blocks.
i,j: occupied orbitals; a,b: virtual orbitals; e: orbital energies;
X: normalized excitation amplitudes; E: excitation energy in eV.
The reference is restricted Hartree-Fock. Full diagonalization of the same
matrix checks the solver, not the physical accuracy of the model.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigvalsh_tridiagonal, ldl
from pyscf import gto, scf, ao2mo, fci, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]


def run_scf(atoms, basis, tolerance):
    mol = gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf._eri = mol.intor("int2e", aosym="s8")
    mf.conv_tol = tolerance
    mf.kernel()
    assert mf.converged
    return mol, mf, mf._eri


def split_orbitals(mol, mf):
    nocc = mol.nelectron // 2
    gaps = EV * (mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None])
    return mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:], gaps


def explicit_matrix(mol, mf, eri):
    occ, vir, gaps = split_orbitals(mol, mf)
    no, nv = gaps.shape
    ovov = ao2mo.general(eri, (occ, vir, occ, vir), compact=False)
    oovv = ao2mo.general(eri, (occ, occ, vir, vir), compact=False)
    matrix = 2 * ovov.reshape(no, nv, no, nv)
    matrix = matrix - oovv.reshape(no, no, nv, nv).transpose(0, 2, 1, 3)
    matrix = EV * matrix.reshape(no * nv, no * nv)
    return matrix + np.diag(gaps.ravel())


def transition_vectors(mol, mf, amplitudes):
    occ, vir, gaps = split_orbitals(mol, mf)
    position = np.einsum("xpq,pi,qa->xia", mol.intor("int1e_r"),
                         occ, vir, optimize=True)
    return np.sqrt(2) * position.reshape(3, -1) @ amplitudes


def davidson(product, gaps, start, nroots, tolerance,
             precondition=True, max_iter=80, max_space=240):
    basis = np.linalg.qr(start)[0]
    images = product(basis)
    history = []
    for _ in range(max_iter):
        small = basis.T @ images
        values, coefficients = eigh((small + small.T) / 2)
        theta = values[:nroots]
        ritz = basis @ coefficients[:, :nroots]
        residual = images @ coefficients[:, :nroots] - ritz * theta
        norms = np.linalg.norm(residual, axis=0)
        history.append((theta.copy(), norms.copy(), basis.shape[1]))
        active = norms > tolerance
        if not active.any():
            break
        if basis.shape[1] + active.sum() > max_space:
            keep = coefficients[:, :2 * nroots]
            basis, images = basis @ keep, images @ keep
        new = residual[:, active]
        if precondition:
            denominator = theta[active][None, :] - gaps[:, None]
            small_denominator = np.abs(denominator) < 0.1
            denominator[small_denominator] = -0.1
            new = new / denominator
        new = new / np.linalg.norm(new, axis=0)
        for _ in range(2):
            new = new - basis @ (basis.T @ new)
            new = np.linalg.qr(new)[0]
        images = np.hstack((images, product(new)))
        basis = np.hstack((basis, new))
    return theta, ritz, norms, history


def count_below(matrix, shift):
    _, pivots, _ = ldl(matrix - shift * np.eye(len(matrix)))
    values = eigvalsh_tridiagonal(np.diag(pivots), np.diag(pivots, 1))
    return int(np.sum(values < 0))


# Water: build the singles Hamiltonian from determinants, not from A.
water, water_mf, water_eri = run_scf(
    "O 0 0 0; H 0 0.76 0.59; H 0 -0.76 0.59", "sto-3g", 1e-12)
orbitals = water_mf.mo_coeff
norb, nelec = orbitals.shape[1], (5, 5)
h_one = orbitals.T @ water_mf.get_hcore() @ orbitals
h_all = fci.direct_spin1.absorb_h1e(
    h_one, ao2mo.full(water_eri, orbitals), norb, nelec, 0.5)
strings = [int(s) for s in fci.cistring.make_strings(range(norb), 5)]
reference = np.zeros((len(strings), len(strings)))
reference[0, 0] = 1
configurations = []
for k, string in enumerate(strings):
    if bin(string & ~strings[0]).count("1") == 1:
        state = np.zeros_like(reference)
        state[k, 0] = state[0, k] = 1 / np.sqrt(2)
        configurations.append(state)


def apply_hamiltonian(state):
    out = fci.direct_spin1.contract_2e(h_all, state, norb, nelec)
    return np.asarray(out).reshape(reference.shape)


h_reference = apply_hamiltonian(reference)
h_states = [apply_hamiltonian(state) for state in configurations]
h_singles = np.array([[np.sum(left * right) for right in h_states]
                      for left in configurations])
h_singles -= np.sum(reference * h_reference) * np.eye(len(configurations))
det_energy, det_vectors = eigh(EV * h_singles)
water_energy, water_vectors = eigh(
    explicit_matrix(water, water_mf, water_eri))
determinant_error = np.max(np.abs(det_energy - water_energy))
assert determinant_error < 1e-5
brillouin = EV * max(abs(np.sum(state * h_reference))
                     for state in configurations)
assert brillouin < 1e-4
position_mo = np.einsum("xpq,pi,qj->xij", water.intor("int1e_r"),
                        orbitals, orbitals, optimize=True)
det_strength = []
for vector in det_vectors.T:
    excited = sum(c * state for c, state in zip(vector, configurations))
    density = fci.direct_spin1.trans_rdm1(reference, excited, norb, nelec)
    moment = np.einsum("xij,ij->x", position_mo, density)
    det_strength.append(moment @ moment)
formula_strength = np.sum(
    transition_vectors(water, water_mf, water_vectors) ** 2, axis=0)
assert np.allclose(det_strength, formula_strength, atol=1e-5)

# Planar phenol with chosen bond lengths in angstrom and angle in degrees.
cc, ch, co, oh, coh = 1.39, 1.08, 1.36, 0.96, 109.0
atoms = []
for k in range(6):
    direction = np.array([np.cos(k * np.pi / 3), np.sin(k * np.pi / 3), 0])
    atoms.append(("C", cc * direction))
    if k:
        atoms.append(("H", (cc + ch) * direction))
oxygen = np.array([cc + co, 0, 0])
bend = np.deg2rad(180 - coh)
atoms += [("O", oxygen),
          ("H", oxygen + oh * np.array([np.cos(bend), np.sin(bend), 0]))]
mol, mf, eri = run_scf(atoms, "6-31g", 1e-10)
occ, vir, gap_table = split_orbitals(mol, mf)
no, nv = gap_table.shape
gaps = gap_table.ravel()


def direct_product(vectors):
    amplitudes = vectors.reshape(no, nv, -1)
    densities = np.einsum("pi,iam,qa->mpq", occ, amplitudes, vir,
                          optimize=True)
    coulomb, exchange = mf.get_jk(mol, np.ascontiguousarray(densities),
                                  hermi=0)
    response = np.einsum("pi,mpq,qa->iam", occ, 2 * coulomb - exchange,
                         vir, optimize=True)
    return gaps[:, None] * vectors + EV * response.reshape(no * nv, -1)


matrix = explicit_matrix(mol, mf, eri)
full_energy, full_vectors = eigh(matrix)
trial = np.random.default_rng(4).normal(size=(no * nv, 2))
trial /= np.linalg.norm(trial, axis=0)
product_error = np.max(np.abs(direct_product(trial) - matrix @ trial))
assert product_error < 1e-8

# Basis functions with p_z character change sign on reflection in the plane.
odd_ao = np.array(["pz" in label for label in mol.ao_labels()])
overlap = mol.intor("int1e_ovlp")
odd_part = mf.mo_coeff[odd_ao]
odd_weight = np.einsum("pi,pq,qi->i", odd_part,
                       overlap[np.ix_(odd_ao, odd_ao)], odd_part)
assert np.all(np.minimum(abs(odd_weight), abs(odd_weight - 1)) < 1e-6)
odd_mo = odd_weight > 0.5
second_block = (odd_mo[:no, None] != odd_mo[None, no:]).ravel()
blocks = {"A'": np.where(~second_block)[0],
          "A''": np.where(second_block)[0]}
block_coupling = np.max(np.abs(matrix[np.ix_(blocks["A'"], blocks["A''"])]))
assert block_coupling < 1e-6

nroots, tolerance = 6, 1e-5
runs, spectra, starts = {}, {}, {}
for name, members in blocks.items():
    chosen = members[np.argsort(gaps[members])[:2 * nroots]]
    start = np.zeros((no * nv, 2 * nroots))
    start[chosen, np.arange(2 * nroots)] = 1
    starts[name] = start
    runs[name] = davidson(direct_product, gaps, start, nroots, tolerance)
    spectra[name] = np.linalg.eigvalsh(matrix[np.ix_(members, members)])
    theta, vectors, norms, history = runs[name]
    assert np.max(norms) <= tolerance
    outside = np.setdiff1d(np.arange(no * nv), members)
    assert np.linalg.norm(vectors[outside]) < 1e-6
    previous = np.full(nroots, np.inf)
    for values, residuals, _ in history:
        exact = spectra[name]
        assert np.all(values >= exact[:nroots] - 1e-9)
        assert np.all(values <= previous + 1e-9)
        previous = values
        for k in range(nroots):
            assert np.min(abs(exact - values[k])) <= residuals[k] + 1e-9
            distance = exact[k + 1] - values[k]
            if distance > 1e-6:
                bound = residuals[k] ** 2 / distance
                assert values[k] - exact[k] <= bound + 1e-9

# Merge the separately converged blocks and test order and eigenvectors.
candidates = [(runs[name][0][k], name, k)
              for name in blocks for k in range(nroots)]
selected = sorted(candidates)[:nroots]
energies = np.array([item[0] for item in selected])
vectors = np.column_stack([runs[name][1][:, k] for _, name, k in selected])
errors = energies - full_energy[:nroots]
overlaps = np.sum(vectors * full_vectors[:, :nroots], axis=0) ** 2
assert np.max(abs(errors)) < 1e-6
assert np.min(overlaps) > 0.99
merged_count = count_below(matrix, energies[-1] + 1e-4)
assert merged_count == nroots

# A converged one-block list must fail the global count.
one_block = runs["A'"][0]
one_block_count = count_below(matrix, one_block[-1] + 1e-4)
assert one_block_count > nroots
wrong = np.where(abs(one_block - full_energy[:nroots]) > 1e-3)[0]
assert len(wrong) > 0

# Test the correction denominator and the restart with the stored matrix.
iterations = len(runs["A'"][3])
plain = davidson(lambda x: matrix @ x, gaps, starts["A'"], nroots,
                 tolerance, precondition=False, max_iter=iterations)
assert np.max(plain[2]) > 10 * np.max(runs["A'"][2])
restart = davidson(lambda x: matrix @ x, gaps, starts["A'"], nroots,
                   tolerance, max_iter=150, max_space=36)
assert np.max(restart[2]) <= tolerance
sizes = [entry[2] for entry in restart[3]]
assert any(later < earlier for earlier, later in zip(sizes, sizes[1:]))
assert np.max(abs(restart[0][:4] - spectra["A'"][:4])) < 1e-6

moments = transition_vectors(mol, mf, vectors) * BOHR
strengths = (2 * const.m_e * energies * const.e
             * np.sum(moments ** 2, axis=0) / (3 * const.hbar ** 2))
wavelengths = const.h * const.c / (energies * const.e) * 1e9

print(f"Bond lengths CC, CH, CO, OH: {cc}, {ch}, {co}, {oh} angstrom")
print(f"COH angle: {coh:.1f} degrees")
print(f"Basis functions, occupied, virtual: {mol.nao}, {no}, {nv}")
print(f"Matrix dimension; A', A'' dimensions: {no*nv}; "
      f"{len(blocks[chr(65)+chr(39)])}, {len(blocks[chr(65)+chr(39)*2])}")
print(f"Phenol Hartree-Fock energy: {mf.e_tot:.8f} hartree")
print(f"Smallest orbital gap: {gaps.min():.4f} eV")
print(f"Water determinant-test error: {determinant_error:.1e} eV")
print(f"Direct-product error: {product_error:.1e} eV")
print(f"Residual threshold: {tolerance:.1e} eV")
print("A' history: step, space size, largest residual/eV;")
print("  root 1: energy/eV, residual/eV, error/eV, quadratic bound/eV")
for step, (values, residuals, size) in enumerate(runs["A'"][3], 1):
    if step <= 20:
        exact = spectra["A'"]
        distance = exact[1] - values[0]
        bound = residuals[0] ** 2 / distance if distance > 0 else np.inf
        print(f"  {step:2d} {size:3d} {max(residuals):.1e}; {values[0]:.6f}"
              f" {residuals[0]:.1e} {values[0]-exact[0]:.1e} {bound:.1e}")
for name in blocks:
    print(f"{name} steps, final space size: {len(runs[name][3])}, "
          f"{runs[name][3][-1][2]}")
print("Merged roots: number, symmetry, energy/eV, wavelength/nm, f;")
print("  residual/eV, error/eV; leading pair, weight, orbital gap/eV")
for n, (_, name, k) in enumerate(selected):
    leading = np.argmax(abs(vectors[:, n]))
    i, a = divmod(leading, nv)
    print(f"  {n+1} {name} {energies[n]:.5f} {wavelengths[n]:.2f} "
          f"{strengths[n]:.5f}; {runs[name][2][k]:.1e} {errors[n]:.1e}; "
          f"{i+1}->{no+a+1} {vectors[leading,n]**2:.3f} {gaps[leading]:.3f}")
print(f"Smallest squared overlap with full vectors: {min(overlaps):.10f}")
print(f"Full-diagonalization root 7: {full_energy[nroots]:.5f} eV")
print("A'-only energies: " + ", ".join(f"{x:.5f}" for x in one_block) + " eV")
print(f"First wrong position in A'-only list: {wrong[0]+1}")
print(f"Eigenvalue count at merged limit: {merged_count}")
print(f"Eigenvalue count at A'-only limit: {one_block_count}")
print(f"Largest residual without denominator: {max(plain[2]):.3e} eV")
print(f"Restarted A' steps, largest space: {len(sizes)}, {max(sizes)}")
for marker in (193, 248):
    photon = const.h * const.c / (marker * 1e-9 * const.e)
    print(f"Photon energy at {marker} nm: {photon:.4f} eV")
print("all good")
```

It prints:

```
Bond lengths CC, CH, CO, OH: 1.39, 1.08, 1.36, 0.96 angstrom
COH angle: 109.0 degrees
Basis functions, occupied, virtual: 75, 25, 50
Matrix dimension; A', A'' dimensions: 1250; 880, 370
Phenol Hartree-Fock energy: -305.44413898 hartree
Smallest orbital gap: 12.3526 eV
Water determinant-test error: 2.7e-09 eV
Direct-product error: 3.3e-13 eV
Residual threshold: 1.0e-05 eV
A' history: step, space size, largest residual/eV;
  root 1: energy/eV, residual/eV, error/eV, quadratic bound/eV
   1  12 5.3e+00; 6.426915 1.5e+00 9.6e-02 9.2e+00
   2  18 1.2e+00; 6.333587 2.4e-01 2.3e-03 1.8e-01
   3  24 3.7e-01; 6.331328 4.4e-02 5.8e-05 5.7e-03
   4  30 2.0e-01; 6.331273 1.1e-02 2.5e-06 3.5e-04
   5  36 1.4e-01; 6.331270 3.0e-03 1.1e-07 2.7e-05
   6  42 5.0e-02; 6.331270 4.0e-04 3.0e-09 4.6e-07
   7  48 2.0e-02; 6.331270 7.9e-05 9.3e-11 1.8e-08
   8  54 4.1e-03; 6.331270 1.1e-05 2.5e-12 3.6e-10
   9  60 9.1e-04; 6.331270 2.1e-06 7.0e-14 1.3e-11
  10  65 2.1e-04; 6.331270 6.6e-07 6.2e-15 1.3e-12
  11  67 6.6e-05; 6.331270 6.7e-07 -8.9e-16 1.3e-12
  12  69 1.6e-05; 6.331270 6.7e-07 -8.9e-16 1.3e-12
  13  70 4.5e-06; 6.331270 6.7e-07 1.2e-14 1.3e-12
A' steps, final space size: 13, 70
A'' steps, final space size: 13, 80
Merged roots: number, symmetry, energy/eV, wavelength/nm, f;
  residual/eV, error/eV; leading pair, weight, orbital gap/eV
  1 A' 6.33127 195.83 0.04682; 6.7e-07 -9.0e-14; 25->26 0.701 12.353
  2 A' 6.67229 185.82 0.00451; 1.5e-06 2.6e-14; 25->27 0.513 12.905
  3 A'' 8.49274 145.99 0.00021; 2.6e-06 2.0e-13; 25->28 0.736 14.487
  4 A' 8.58389 144.44 1.21256; 3.0e-06 2.8e-14; 24->26 0.494 13.123
  5 A' 8.74785 141.73 1.03254; 4.5e-06 1.9e-13; 24->27 0.666 13.676
  6 A'' 9.31968 133.03 0.00054; 3.7e-06 2.5e-13; 25->29 0.857 15.067
Smallest squared overlap with full vectors: 1.0000000000
Full-diagonalization root 7: 9.74831 eV
A'-only energies: 6.33127, 6.67229, 8.58389, 8.74785, 10.81355, 11.08312 eV
First wrong position in A'-only list: 3
Eigenvalue count at merged limit: 6
Eigenvalue count at A'-only limit: 15
Largest residual without denominator: 3.440e-01 eV
Restarted A' steps, largest space: 15, 36
Photon energy at 193 nm: 6.4241 eV
Photon energy at 248 nm: 4.9994 eV
all good
```
